# Critical current of a perpendicular macrospin from its energy barrier

## Problem

The free layer of a magnetic memory cell is magnetized perpendicular to its plane. It is treated as a macrospin: its magnetization is uniform and keeps a fixed magnitude, so its state is a unit vector \(\mathbf m\). With \(\theta\) the angle between \(\mathbf m\) and the film normal \(+\hat{\mathbf z}\), the energy is

\[
E(\theta)=E_b\sin^2\theta .
\]

The two stable states, \(\theta=0\) and \(\theta=\pi\), store one bit. They are separated by the barrier \(E_b\), reached at \(\theta=\pi/2\). No magnetic field is applied.

A spin-polarized current exerts a torque on the layer. The torque efficiency \(\eta\) is defined as follows: each electron transfers angular momentum \(\eta(\hbar/2)\sin\theta\), transverse to \(\mathbf m\). The efficiency is taken as independent of \(\theta\), and the torque is purely damping-like, meaning that it pulls \(\mathbf m\) towards or away from the normal. Positive current \(I\) pulls \(\mathbf m\) towards \(-\hat{\mathbf z}\).

The data are \(E_b=60\,k_BT\) at \(T=300\) K, Gilbert damping \(\alpha=0.01\) and \(\eta=0.6\).

1. At what current does the state \(\theta=0\) become unstable?
2. Does the sign of the current determine the final state, above and below that threshold?
3. If the anisotropy field is \(B_k=0.5\) T, how long does the magnetization take to reach the equator at 1.2 and at 2 times the threshold, starting from a typical thermal tilt?

## First estimate by scaling

The constants \(\hbar\) and \(e\) convert an energy into a current. Since \(\hbar/e\) has the unit J s/(A s) = J/A, the combination \(eE_b/\hbar\) is a current. Two dimensionless numbers remain to be placed.

The current does not have to overcome the full restoring torque of the anisotropy. That torque makes \(\mathbf m\) precess around the normal at constant \(\theta\). What brings \(\mathbf m\) back to the normal is damping, which is weaker by a factor of order \(\alpha\). The opposing torque is therefore of order \(\alpha E_b\). The current delivers angular momentum at a rate of order \(\eta\hbar I/e\). Equating the two gives

\[
I_{\rm est}\sim\frac{e}{\hbar}\,\frac{\alpha}{\eta}\,E_b .
\]

The thermal energy at 300 K is \(k_BT=4.142\times10^{-21}\) J, so

\[
E_b=60\times4.142\times10^{-21}\ \text{J}=2.485\times10^{-19}\ \text{J}.
\]

With \(e/\hbar=1.519\times10^{15}\) A/J and \(\alpha/\eta=0.01667\),

\[
I_{\rm est}\sim1.519\times10^{15}\times0.01667\times2.485\times10^{-19}\ \text{A}
\approx6\times10^{-6}\ \text{A}.
\]

The threshold should thus lie in the microampere range. Numerical factors such as the one-half in the electron spin have been dropped, so the leading digit is not yet reliable.

## Exact solution of the macrospin model

### Field and spin torque

Let \(\mu\) be the magnetic moment of the layer. Since \(\sin^2\theta=1-m_z^2\), the effective field is

\[
\mathbf B=-\frac1\mu\frac{\partial E}{\partial\mathbf m}
=\frac{2E_b}{\mu}\,m_z\hat{\mathbf z}
=B_k m_z\hat{\mathbf z},\qquad B_k=\frac{2E_b}{\mu}.
\]

The angular momentum of the layer is \(\mathbf L=-(\mu/\gamma)\mathbf m\), with \(\gamma>0\). The minus sign is there because the electron's moment is opposite to its spin. The field torque \(d\mathbf L/dt=\mu\,\mathbf m\times\mathbf B\) then gives \(d\mathbf m/dt=-\gamma\,\mathbf m\times\mathbf B\).

Let \(\mathbf p=-\hat{\mathbf z}\) be the direction towards which positive current pulls \(\mathbf m\). A current \(I\) carries \(I/e\) electrons per second, with \(e>0\), and therefore transfers angular momentum at the rate \(\eta\hbar I/(2e)\), multiplied by the sine of the angle. Dividing by \(\mu/\gamma\) converts this into a rate of rotation of \(\mathbf m\):

\[
a=\frac{\gamma}{\mu}\,\frac{\eta\hbar I}{2e}.
\]

The motion is along the part of \(\mathbf p\) perpendicular to \(\mathbf m\), which is \(\mathbf p-\mathbf m(\mathbf m\cdot\mathbf p)=-\mathbf m\times(\mathbf m\times\mathbf p)\). With Gilbert damping included, the equation of motion is

\[
\dot{\mathbf m}=\mathbf T+\alpha\,\mathbf m\times\dot{\mathbf m},\qquad
\mathbf T=-\gamma\,\mathbf m\times\mathbf B-a\,\mathbf m\times(\mathbf m\times\mathbf p).
\]

### Solving for the velocity

The unknown \(\dot{\mathbf m}\) appears on both sides. Every term on the right is perpendicular to \(\mathbf m\), so \(\mathbf m\cdot\dot{\mathbf m}=0\) and \(\mathbf m\times(\mathbf m\times\dot{\mathbf m})=-\dot{\mathbf m}\). Taking \(\mathbf m\times\) of the equation gives

\[
\mathbf m\times\dot{\mathbf m}=\mathbf m\times\mathbf T-\alpha\dot{\mathbf m}.
\]

Inserting this in the damping term and collecting \(\dot{\mathbf m}\) on the left yields

\[
(1+\alpha^2)\dot{\mathbf m}=\mathbf T+\alpha\,\mathbf m\times\mathbf T .
\]

The same identity, applied to \(\mathbf m\times\mathbf p\), gives \(\mathbf m\times[\mathbf m\times(\mathbf m\times\mathbf p)]=-\mathbf m\times\mathbf p\). Hence

\[
\mathbf m\times\mathbf T=-\gamma\,\mathbf m\times(\mathbf m\times\mathbf B)+a\,\mathbf m\times\mathbf p .
\]

### Equation for the polar angle

The angle \(\theta\) follows from the \(z\) component. Both \(\mathbf B\) and \(\mathbf p\) lie along the \(z\) axis, so \(\mathbf m\times\mathbf B\) and \(\mathbf m\times\mathbf p\) have no \(z\) component. They change only the azimuth. The two double products contribute

\[
-[\mathbf m\times(\mathbf m\times\mathbf p)]_z=p_z-m_z(\mathbf m\cdot\mathbf p)=-1+m_z^2=-\sin^2\theta,
\]

\[
-[\mathbf m\times(\mathbf m\times\mathbf B)]_z=B_km_z(1-m_z^2)=B_k\cos\theta\sin^2\theta .
\]

Therefore

\[
(1+\alpha^2)\dot m_z=-a\sin^2\theta+\alpha\gamma B_k\cos\theta\sin^2\theta .
\]

Since \(m_z=\cos\theta\), the left side contains \(\dot m_z=-\sin\theta\,\dot\theta\). Division by \(-\sin\theta\) gives

\[
(1+\alpha^2)\,\dot\theta=\sin\theta\,\left(a-\alpha\gamma B_k\cos\theta\right).
\]

This law was tested against the vector equation at random directions and currents.

### The threshold

For small \(\theta\), \(\sin\theta\approx\theta\) and \(\cos\theta\approx1\), so

\[
\dot\theta\approx\frac{a-\alpha\gamma B_k}{1+\alpha^2}\,\theta .
\]

A small tilt grows exponentially when \(a>\alpha\gamma B_k\). At equality, the expressions for \(a\) and \(B_k\) give

\[
\frac{\gamma}{\mu}\frac{\eta\hbar I_c}{2e}=\alpha\gamma\,\frac{2E_b}{\mu}.
\]

The factor \(\gamma/\mu\) cancels, leaving a balance between the spin torque and the damping torque, each per unit tilt:

\[
\frac{\eta\hbar I_c}{2e}=2\alpha E_b
\quad\Longrightarrow\quad
I_c=\frac{4e}{\hbar}\,\frac{\alpha}{\eta}\,E_b .
\]

With \(4e/\hbar=6.077\times10^{15}\) A/J,

\[
I_c=6.077\times10^{15}\times0.01667\times2.485\times10^{-19}\ \text{A}
=2.52\times10^{-5}\ \text{A}\approx25\ \mu\text{A}.
\]

This answers the first question. At this current the two balancing torques per unit tilt are \(2\alpha E_b=4.97\times10^{-21}\) J.

At fixed \(E_b\), the moment and the anisotropy field do not enter separately. A layer with twice the moment and half the anisotropy field has the same threshold. Eigenvalues of the numerically linearized vector equation give 25.17 µA for \(B_k=0.25\), 0.50 and 1.00 T alike. The factor \(1+\alpha^2\) changes the speed of the motion but not the sign of \(\dot\theta\), so it is absent from \(I_c\). This holds for the spin torque placed in the Gilbert form of the equation, as here; if the same term were instead added to the explicit Landau–Lifshitz form, the threshold would be lower by the factor \(1+\alpha^2\), a negligible difference at \(\alpha=0.01\). The eigenvalue calculation at \(\alpha=0.3\) confirms this: it gives 755 µA, which is 30 times the value at \(\alpha=0.01\), with no additional factor of 1.09.

### Which state is reached

Define \(i=I/I_c\). Since \(a=i\,\alpha\gamma B_k\), the polar equation becomes

\[
\dot\theta=\frac{\alpha\gamma B_k}{1+\alpha^2}\,\sin\theta\,(i-\cos\theta).
\]

**Above threshold, \(i>1\).** The bracket is at least \(i-1\), which is positive. The angle therefore increases from any starting value between 0 and \(\pi\), and the magnetization approaches \(\theta=\pi\). There is no intermediate angle at which it can stop. For \(i<-1\) the bracket is negative at every angle, and the magnetization approaches \(\theta=0\). In this noise-free model the sign of the current thus fixes the final state, whichever state was stored before, provided that the current lasts long enough. Trajectories of the vector equation at \(-1.2\,I_c\) end at \(m_z=+1.000\) from starting points near either pole.

One exception is the perfectly aligned state. At \(\theta=0\) the factor \(\sin\theta\) vanishes and there is no torque to start the motion. A small tilt is needed, and thermal agitation supplies it.

**Below threshold, \(0<i<1\).** The bracket vanishes on a cone given by

\[
\cos\theta_c=i .
\]

For \(\theta<\theta_c\) the bracket is negative and the tilt decays. For \(\theta>\theta_c\) it is positive and the magnetization reverses. The outcome now depends on the starting angle as well as on the sign of the current. At \(i=0.8\) the cone lies at \(\theta_c=0.644\) rad. A trajectory started at 0.60 rad returns to \(+\hat{\mathbf z}\), while one started at 0.69 rad reverses.

The cone also shows what \(I_c\) does not mean. At finite temperature a fluctuation can carry the magnetization across the cone, so switching below \(I_c\) is possible if the current is applied for long enough. The current lowers the effective barrier between the pole and the cone to \(E_b(1-i)^2\), only \(2.4\,k_BT\) at \(i=0.8\). A Fokker–Planck solution of the same model at 300 K with \(B_k=0.5\) T gives a mean time to the equator of about 60 ns at \(i=0.8\) and about 0.5 µs at \(i=0.7\), so the return to \(+\hat{\mathbf z}\) found above at \(i=0.8\) is short-lived at room temperature. The value of 25 µA is the threshold at which the stored state loses its stability without the help of noise.

### Time to reach the equator

The typical starting tilt comes from the energy near \(\theta=0\). For small tilts \(E\approx E_b(\theta_x^2+\theta_y^2)\), where \(\theta_x\) and \(\theta_y\) are the two components of the tilt. Each quadratic term has the mean energy \(k_BT/2\), so

\[
\langle\theta^2\rangle\approx\frac{k_BT}{E_b}=\frac1{60},\qquad
\theta_0=\frac1{\sqrt{60}}=0.129\ \text{rad}.
\]

A Boltzmann average with the full \(\sin^2\theta\) energy in one well gives 0.130 rad, about 1% more.

For \(i>1\) the polar equation can be integrated from \(\theta_0\) to \(\pi/2\):

\[
t=\frac{1+\alpha^2}{\alpha\gamma B_k}\int_{\theta_0}^{\pi/2}\frac{d\theta}{\sin\theta\,(i-\cos\theta)} .
\]

Substitute \(x=\cos\theta\), for which \(d\theta=-dx/\sin\theta\) and \(\sin^2\theta=1-x^2\). With \(x_0=\cos\theta_0\), the minus sign reverses the limits and the integral becomes

\[
J=\int_0^{x_0}\frac{dx}{(1-x)(1+x)(i-x)} .
\]

To split the integrand into partial fractions, each coefficient is found by evaluating the other two factors at the zero of its own denominator:

\[
\frac{1}{(1-x)(1+x)(i-x)}=\frac{1}{2(i-1)}\frac1{1-x}+\frac1{2(i+1)}\frac1{1+x}-\frac1{i^2-1}\frac1{i-x}.
\]

Integrating term by term gives

\[
J=-\frac{\ln(1-x_0)}{2(i-1)}+\frac{\ln(1+x_0)}{2(i+1)}-\frac{1}{i^2-1}\ln\frac{i}{i-x_0},
\qquad t=\frac{1+\alpha^2}{\alpha\gamma B_k}\,J .
\]

For \(B_k=0.5\) T the rate is

\[
\alpha\gamma B_k=0.01\times1.761\times10^{11}\times0.5\ \text{s}^{-1}=8.80\times10^{8}\ \text{s}^{-1}.
\]

The starting tilt gives \(x_0=0.9917\). At \(i=1.2\) the three terms are

\[
J=11.97+0.16-3.98=8.15,
\]

and at \(i=2\) they are

\[
J=2.39+0.11-0.23=2.28,
\]

where the sums are rounded after the addition. Dividing by the rate gives:

- at \(1.2\,I_c=30.2\) µA, \(t=9.3\) ns;
- at \(2\,I_c=50.3\) µA, \(t=2.6\) ns.

Trajectories of the full vector equation give the same times, as the numerical output shows.

The first term of \(J\) dominates in both cases. It contains the slow growth out of the small initial tilt. Near the pole the bracket in the polar equation is \(i-\cos\theta\approx(i-1)+\theta^2/2\), which is small when the current is only slightly above threshold, so the reversal is then slow. For a fixed non-zero starting tilt the time nevertheless stays finite as \(i\to1\), because the divergences of the first and third terms of \(J\) cancel. A write current must therefore be chosen from the available pulse length as well as from \(I_c\). At the two currents used here, a smaller starting tilt lengthens the time mainly through the logarithm of \(1-x_0\approx\theta_0^2/2\). Closer to threshold, where \(i-1\) is no longer large compared with \(\theta_0^2/2\), the third term of \(J\) also changes strongly with the tilt. The times above describe noise-free motion from one representative tilt. In a real cell the starting tilt varies from pulse to pulse, which spreads the switching time. Thermal agitation also continues during the pulse. Just above threshold, where the deterministic growth is slow, it can shorten the typical time considerably, so the value at \(1.2\,I_c\) is less reliable as a room-temperature estimate than the value at \(2\,I_c\). With thermal noise at 300 K included in the same model, the median time to the equator is about 6.2 ns at \(1.2\,I_c\) (10% to 90% of pulses: 4.0 to 10.1 ns) and about 2.4 ns at \(2\,I_c\) (1.8 to 3.5 ns).

Unlike \(I_c\), the time depends on \(B_k\) separately. At fixed barrier and fixed \(i\), doubling \(B_k\) halves \(t\).

## Comparison of the estimate and the solution

The estimate was \(I_{\rm est}\approx6\) µA and the solution is \(I_c\approx25\) µA. Their ratio follows from the two formulas:

\[
\frac{I_c}{I_{\rm est}}=\frac{(4e/\hbar)(\alpha/\eta)E_b}{(e/\hbar)(\alpha/\eta)E_b}=4 .
\]

The factor of 4 has two sources. The electron carries spin \(\hbar/2\), whereas the estimate used \(\hbar\); this doubles the required current. The restoring torque is the slope of the energy, not its height: near the pole,

\[
\frac{dE}{d\theta}=2E_b\sin\theta\cos\theta\approx2E_b\theta ,
\]

which supplies the second factor of 2.

The scaling argument did find the correct dependence on all three parameters. The threshold is proportional to the barrier, at 0.42 µA for each \(k_BT\) with the present \(\alpha\) and \(\eta\). Raising the barrier from 60 to \(70\,k_BT\) to improve retention would add about 4.2 µA. Halving the damping would halve the threshold without lowering the barrier, and the threshold falls as \(1/\eta\) when the efficiency is raised. The current needed for a short pulse gains less from lower damping, because the time scale \(1/(\alpha\gamma B_k)\) doubles when \(\alpha\) is halved: by the formula for \(t\), the current that reaches the equator in 2.6 ns drops only from 50 to 40 µA.

What scaling could not supply is the angular dependence \(i-\cos\theta\). From it come the fixed final state above threshold, the unstable cone below it and, in the absence of noise, the long delay just above it.

Both results rest on the macrospin picture. If a real layer reverses by moving a domain wall, its thermal barrier can be smaller than the \(E_b\) of uniform rotation, and inserting that smaller barrier in the formula for \(I_c\) is then unjustified. An efficiency that varies with angle changes the polar equation: the onset depends on its value near \(\theta=0\), while the later motion depends on its values at larger angles. Heating by the current, which could alter \(E_b\) during the pulse, is also left out. Finally, \(\eta\) must have the meaning given in the problem; if an efficiency is defined with \(\hbar\) per electron in place of \(\hbar/2\), the prefactor 4 becomes 2.

## Calculated quantities

```
INPUTS
temperature = 300 K
barrier / kT = 60
damping alpha = 0.01
torque efficiency eta = 0.6
elementary charge = 1.60218e-19 C
reduced Planck constant = 1.05457e-34 J s
Boltzmann constant = 1.38065e-23 J/K
CRITICAL CURRENT
thermal energy kT = 4.1419e-21 J
barrier E_b = 2.4852e-19 J
damping torque 2 alpha E_b = 4.9703e-21 J
4 e / hbar = 6.0771e+15 A/J
alpha / eta = 0.01667
I_c from formula = 25.17 microampere
I_c from formula = 2.517e-05 A
I_c per kT of barrier = 0.420 microampere
I_c from eigenvalues, B_k 0.25 T = 25.17 microampere
I_c from eigenvalues, B_k 0.50 T = 25.17 microampere
I_c from eigenvalues, B_k 1.00 T = 25.17 microampere
I_c from eigenvalues, alpha 0.3 = 755.1 microampere
DYNAMICS
chosen anisotropy field B_k = 0.5 T
magnetic moment 2 E_b / B_k = 9.941e-19 A m^2
gyromagnetic ratio = 1.7609e+11 rad/(s T)
rate alpha gamma B_k = 8.804e+08 1/s
thermal tilt, harmonic = 0.1291 rad
thermal tilt, Boltzmann average = 0.1304 rad
current at 1.2 I_c = 30.2 microampere
  time to equator, formula = 9.26 ns
  time to equator, trajectory = 9.26 ns
  final m_z after 25 ns = -1.000
current at 2.0 I_c = 50.3 microampere
  time to equator, formula = 2.59 ns
  time to equator, trajectory = 2.59 ns
  final m_z after 25 ns = -1.000
-1.2 I_c, start near -z: final m_z = 1.000
-1.2 I_c, start near +z: final m_z = 1.000
unstable cone at 0.8 I_c = 0.6435 rad
0.8 I_c, start 0.60 rad: final m_z = 1.000
0.8 I_c, start 0.69 rad: final m_z = -1.000
```
